# Capture number of a point absorber in one screened dimension, part 1

(Sections cited here and not found follow in the second part.)

## First half: one absorber in a uniform medium

### The decision that depends on the result

A rate-equation calculation of growth follows the density of mobile adatoms without following each atom. It needs a number for the strength with which a step or an island removes them. If the adatoms approach the absorber along one coordinate, two choices must be made before the calculation can start: which capture number to enter, and which adatom density it multiplies. For a perfect point absorber in a medium with screening length $z$, the capture number is $2/z$, provided that it multiplies the density far from the absorber. If the calculation carries the mean density of a finite region instead, a different number belongs in the equation. In the example of the second half the difference is 26%.

Let $n(x,t)$ be the number of adatoms per unit length of a line. Atoms are deposited uniformly at the rate $F$ per unit length and time, and they diffuse with coefficient $D$. Each atom also has a constant probability per unit time, $1/\tau$, of being lost from the line, for example by desorption. The absorber sits at $x=0$ and does not move. It keeps every atom that reaches it. The adatoms are so dilute that they do not meet one another.

The capture number $\sigma$ is defined by

$$
R=\sigma D n_\infty ,
$$

where $R$ is the number of atoms captured per unit time in the steady state and $n_\infty$ is the density far from the absorber. Since $D$ is a length squared per time and $n_\infty$ an inverse length, $Dn_\infty$ is a length per time. Hence $\sigma$ is an inverse length. No Planck constant enters, so the equations hold in atomic units and in any other consistent set.

### Balance far from the absorber and near it

The diffusion current, counted positive towards larger $x$, is $J=-D\,dn/dx$. A short interval gains atoms by deposition, loses them at the rate $n/\tau$ per unit length, and gains $-dJ/dx=D\,d^2n/dx^2$ from the difference of the currents at its ends. In the steady state the three contributions cancel:

$$
D\frac{d^2n}{dx^2}-\frac{n}{\tau}+F=0 .
$$

Define the screening length by $z^2=D\tau$, so that the loss rate is $1/\tau=D/z^2$. Far from the absorber the density is uniform and its second derivative vanishes. The balance there is $Dn_\infty/z^2=F$, or

$$
n_\infty=\frac{Fz^2}{D}=F\tau .
$$

This is the density that deposition builds up during one lifetime.

To find the profile, write $n=n_\infty-u$, where $u$ is the depletion caused by the absorber. Then $n''=-u''$, and the balance becomes

$$
-Du''-\frac{D}{z^2}(n_\infty-u)+F=0 .
$$

The terms $-Dn_\infty/z^2$ and $F$ cancel by the definition of $n_\infty$. What is left, divided by $D$, is

$$
u''=\frac{u}{z^2}.
$$

For $x>0$ the general solution is $u=Ae^{-x/z}+Be^{x/z}$. The density must stay bounded far away, so $B=0$. A perfect absorber holds the density of mobile atoms at zero, $n(0)=0$, so $A=n_\infty$. The left side is the mirror image of the right side. Therefore

$$
n(x)=n_\infty\left(1-e^{-|x|/z}\right).
$$

The screening length is the distance over which the density recovers.

### The two currents

Just to the right of the absorber the slope is $+n_\infty/z$. The current there is $J(0^+)=-Dn_\infty/z$, and its negative sign means that atoms move left, into the absorber. Just to the left the slope is $-n_\infty/z$, and $J(0^-)=+Dn_\infty/z$, again into the absorber. The capture rate is what enters from the left minus what leaves to the right:

$$
R=J(0^-)-J(0^+)=\frac{Dn_\infty}{z}+\frac{Dn_\infty}{z}=\frac{2Dn_\infty}{z}.
$$

Comparison with the definition gives

$$
\boxed{\sigma=\frac{2}{z}}
$$

The factor two counts the sides. An absorber at the end of a line, fed from one side, has $\sigma=1/z$.

The same rate follows from counting atoms. Without the absorber, all deposited atoms are eventually lost to the medium. With it, the medium loses fewer atoms, because the density is depleted. The total depletion is

$$
\int_{-\infty}^{\infty}(n_\infty-n)\,dx=2n_\infty\int_0^\infty e^{-x/z}\,dx=2zn_\infty .
$$

Multiplied by the loss rate $D/z^2$, this is $2Dn_\infty/z$ atoms per unit time that the medium no longer loses. They are the captured atoms.

Inserting $n_\infty=Fz^2/D$ gives a form without the density:

$$
R=2Fz .
$$

The absorber collects as many atoms as are deposited on a length $2z$. This length is its capture zone, although the zone has no sharp edge.

Consider the limit $z\to\infty$ at fixed $F$ and $D$. The capture number goes to zero, while the capture rate $2Fz$ grows without bound. There is no contradiction, since $n_\infty$ grows as $z^2$. Without any loss, an isolated absorber on an infinite line has no steady state: deposition keeps raising the far density, and the depleted region keeps spreading. The time-dependent solution below shows that the capture rate then keeps growing.

As a numerical test, the balance equations of a chain of 8001 sites were solved with one absorbing site in the middle and $z=200$ site spacings. The computed product $\sigma z$ is 2.00001. The computed profile differs from the formula by less than $10^{-5}$ of $n_\infty$ at every site.

### Where the captured atoms came from

The rate $2Fz$ can also be found by following single atoms. This second derivation shows how the capture zone is made up.

Put an atom at $x>0$ at time zero and ignore loss for the moment. The probability density for finding it at $y>0$ at time $t$, not yet absorbed, is

$$
G(y,t)=\frac{1}{\sqrt{4\pi Dt}}\left[e^{-(y-x)^2/4Dt}-e^{-(y+x)^2/4Dt}\right].
$$

Each term solves the diffusion equation, the difference vanishes at $y=0$, and the second term starts outside the region $y>0$. These are the required properties. The probability per unit time of arrival at the absorber is the current into it, $f=D\,\partial G/\partial y$ at $y=0$. The first term contributes the factor $x/2Dt$ to the derivative. The second contributes the same factor, because its minus sign cancels the one from differentiation. Hence

$$
f(x,t)=\frac{D}{\sqrt{4\pi Dt}}\,\frac{x}{Dt}\,e^{-x^2/4Dt}
=\frac{x}{\sqrt{4\pi Dt^3}}\,e^{-x^2/4Dt}.
$$

Loss is independent of position, so an atom survives to time $t$ with probability $e^{-t/\tau}$. The probability of reaching the absorber before being lost is

$$
P(x)=\int_0^\infty f(x,t)\,e^{-t/\tau}\,dt .
$$

To evaluate it, introduce the Gaussian $g=(4\pi Dt)^{-1/2}e^{-x^2/4Dt}$ and the integral $I(x)=\int_0^\infty g\,e^{-t/\tau}dt$. Since $\partial g/\partial x=-(x/2Dt)g$ and $f=(x/t)g$, we have $P=-2D\,I'(x)$. The Gaussian obeys $D\,\partial^2g/\partial x^2=\partial g/\partial t$, so integration by parts gives

$$
DI''=\int_0^\infty\frac{\partial g}{\partial t}\,e^{-t/\tau}dt
=\Big[g\,e^{-t/\tau}\Big]_0^\infty+\frac1\tau\int_0^\infty g\,e^{-t/\tau}dt=\frac{I}{\tau}.
$$

The bracket vanishes because, for $x>0$, $g$ tends to zero at both ends. Thus $I''=I/z^2$. The solution that decays at large $x$ is proportional to $e^{-x/z}$, and so is $P$.

The prefactor follows from $x\to0$. Substitute $v=x/\sqrt{4Dt}$, for which $f\,dt=-(2/\sqrt\pi)e^{-v^2}dv$. Then

$$
P(x)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2}e^{-x^2/(4D\tau v^2)}\,dv\;\longrightarrow\;\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2}dv=1 .
$$

An atom that lands next to the absorber is captured, as expected. The result is

$$
P(x)=e^{-x/z}.
$$

Direct quadrature of the integral for $D=\tau=1$ agrees with this formula at $x=0.7$ and $x=2$ to within $10^{-7}$.

Atoms land at the rate $F\,dx$ in each interval, on both sides, so

$$
R=2F\int_0^\infty e^{-x/z}dx=2Fz .
$$

This is the earlier result, reached without the steady profile. A fraction $1-1/e$ of the captured atoms landed within one screening length of the absorber, and the remaining $1/e$ came from farther away.

### Switching on the flux

The steady result applies once the flux has been on long enough. Suppose that the line is empty and that deposition starts at $t=0$. The atoms captured at time $t$ have ages $s$ between zero and $t$. Summing over landing positions on both sides and over ages gives

$$
R(t)=2F\int_0^t e^{-s/\tau}\left[\int_0^\infty f(x,s)\,dx\right]ds .
$$

The inner integral uses $\int_0^\infty x\,e^{-x^2/4Ds}dx=2Ds$:

$$
\int_0^\infty f(x,s)\,dx=\frac{2Ds}{\sqrt{4\pi Ds^3}}=\sqrt{\frac{D}{\pi s}} .
$$

With $s=\tau v^2$ we have $s^{-1/2}ds=2\sqrt\tau\,dv$, so

$$
R(t)=2F\sqrt{\frac D\pi}\;2\sqrt\tau\int_0^{\sqrt{t/\tau}}e^{-v^2}dv
=2Fz\,\operatorname{erf}\!\sqrt{t/\tau},
$$

where $\operatorname{erf}y=(2/\sqrt\pi)\int_0^ye^{-v^2}dv$. For $t\gg\tau$ the error function tends to one and the steady rate is recovered. For $t\ll\tau$ it is $2\sqrt{t/\pi\tau}$, and $R\approx4F\sqrt{Dt/\pi}$. The lifetime has dropped out. If there is no loss at all, this growth continues for ever, and no steady state is reached.

The rate from a time-dependent chain with $z=40$ spacings agrees with the formula at $t=0.3\,\tau$ and $t=\tau$ to within 0.2% of its value. A steady capture number is therefore justified if the flux and the absorber change little during a few lifetimes.

### Atoms on lattice sites

Real adatoms hop between sites. Let the spacing be $a$ and the hop rate $h$ in each direction, so that $D=ha^2$. The mean number of atoms on site $j$ is $\nu_j$, which corresponds to $an$. The balance on a free site is

$$
h(\nu_{j+1}+\nu_{j-1}-2\nu_j)-\frac{ha^2}{z^2}\nu_j+Fa=0 .
$$

The far value is $\nu_\infty=an_\infty$. Try $\nu_j=\nu_\infty(1-\lambda^{|j|})$ with $0<\lambda<1$. The constant part balances the deposition, and the part with $\lambda$ requires

$$
\lambda+\frac1\lambda-2=\frac{a^2}{z^2}.
$$

Set $\lambda=e^{-\kappa a}$. The left side is then $4\sinh^2(\kappa a/2)$, so $2\sinh(\kappa a/2)=a/z$.

The absorbing site receives hops from two neighbours, $2h\nu_1$, and atoms deposited directly on it, $Fa$. The far balance gives $Fa=h\nu_\infty a^2/z^2=h\nu_\infty(\lambda+1/\lambda-2)$. The total is

$$
R=h\nu_\infty\left[2-2\lambda+\lambda+\frac1\lambda-2\right]
=h\nu_\infty\left(\frac1\lambda-\lambda\right)=2h\nu_\infty\sinh\kappa a .
$$

Division by $Dn_\infty=ha\nu_\infty$ gives $\sigma=(2/a)\sinh\kappa a$. Use $\sinh\kappa a=2\sinh(\kappa a/2)\cosh(\kappa a/2)$ and $\cosh^2=1+\sinh^2$:

$$
\sigma=\frac2z\sqrt{1+\frac{a^2}{4z^2}} .
$$

The correction is of second order in $a/z$. It would be of first order if direct hits were left out, because $2(1-\lambda)/a\approx(2/z)(1-a/2z)$.

On a deliberately coarse chain with $z=2a$ the formula gives $\sigma z=2\sqrt{1+1/16}=2.06155$, and the solved balance equations give the same number. In the opposite extreme, $z\ll a$, the formula tends to $\sigma=a/z^2$ and the rate to $R=Fa$. Atoms are then lost before they can hop, and the absorber keeps those that land on it.

## Second half: several absorbers, imperfect absorbers and a decorated step

### Symbols and results carried over

Adatoms are deposited at the rate $F$, diffuse with coefficient $D$ and are lost at the rate $1/\tau=D/z^2$, where $z$ is the screening length. Far from an absorber their density is $n_\infty=Fz^2/D$. The capture number $\sigma$ is defined by $R=\sigma Dn_\infty$, with $R$ the steady capture rate. A perfect, isolated point absorber has $\sigma=2/z$ and $R=2Fz$. On a lattice of spacing $a$ the capture number acquires the factor $\sqrt{1+a^2/4z^2}$. Below, $\bar n$ is the mean density of a region, and $\bar\sigma=R/(D\bar n)$ is the capture number that multiplies it.

### Equal absorbers with a lossy medium between them

Place identical absorbers at spacing $L$. By symmetry no current crosses the midpoint between neighbours, so $n'(L/2)=0$. The depletion still obeys $u''=u/z^2$. With $u(0)=n_\infty$ and zero slope at $L/2$, it is

$$
u=n_\infty\frac{\cosh[(L/2-x)/z]}{\cosh(L/2z)},\qquad 0\le x\le L/2 .
$$

The slope of the density at the absorber is $-u'(0)=(n_\infty/z)\,T$, with $T=\tanh(L/2z)$. Two sides contribute, so

$$
R=\frac{2Dn_\infty}{z}T,\qquad \sigma=\frac2zT .
$$

Here $n_\infty$ is the density that the medium would have without absorbers.

The mean density follows from conservation. Atoms deposited in one cell are either captured or lost: $FL=R+(D/z^2)L\bar n$. Solving for $\bar n$ and using $Fz^2/D=n_\infty$,

$$
\bar n=n_\infty-\frac{z^2R}{DL}=n_\infty\left(1-\frac{2z}{L}T\right),\qquad
\bar\sigma=\frac{2}{z}\,\frac{T}{1-(2z/L)T}.
$$

For $L\gg z$ both capture numbers tend to $2/z$, but at different speeds. The hyperbolic tangent approaches one exponentially, while the mean density approaches $n_\infty$ with a correction of order $z/L$.

For $L\ll z$ put $y=L/2z$ and expand $\tanh y\approx y-y^3/3$. The denominator becomes $1-T/y\approx y^2/3$, and $\bar\sigma\approx(2/z)(3/y)=12/L$. The screening length has disappeared, because almost every atom is captured before it can be lost.

A chain cell with $L=301$ and $z=200$ spacings tests the intermediate range. The solved balance equations agree with $\sigma$ to within $10^{-4}$ and with $\bar\sigma$ to within $10^{-3}$, both relative to the formulas.

In a medium with uniform loss, an isolated perfect absorber has the capture number $2/z$ with respect to the far density, and equally spaced absorbers need a different number if the mean density is used. What remains is to treat screening by other absorbers, absorbers that are slow to accept atoms, and the example of a decorated step with its corrections.
